# Localized pi orbitals of benzene from second- and fourth-power population functionals: a numerical check

```python
"""
Result under test: localized pi orbitals of benzene.
P_p = sum over orbitals i and carbons n of (population of n in i)**p.
 * P_2 has global maximum 19/18 on a continuous family with angle theta:
     phi_j(n) = [1 + 2 cos(pi n/3 - theta - 2 pi j/3)] / (3 sqrt 2)
 * P_4 = (123 + 8 cos 6 theta)/648 on that family; its global maximum over
   all real orthogonal mixings is 131/648, at the atom-centred sets only.
Symbols: a = nodeless pi orbital, e_c and e_s = degenerate pair,
 orbital = u a + r (cos(theta) e_c + sin(theta) e_s), t = u**2.
Populations are dimensionless; molecular data are in atomic units.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, lo

rng = np.random.default_rng(7)
site = np.arange(6)
ring_angle = np.pi * site / 3
a_vec = np.ones(6) / np.sqrt(6)
ec_vec = np.cos(ring_angle) / np.sqrt(3)
es_vec = np.sin(ring_angle) / np.sqrt(3)


def family(theta):
    shifts = theta + 2 * np.pi * np.arange(3) / 3
    return (1 + 2 * np.cos(ring_angle[:, None] - shifts)) / (3 * np.sqrt(2))


def functional(orbitals, p):
    return np.sum((orbitals**2)**p)


def phase(orbital):
    sign = 1.0 if a_vec @ orbital >= 0 else -1.0
    return np.arctan2(sign * (es_vec @ orbital), sign * (ec_vec @ orbital))


# Occupied space from diagonalization of the ring Hamiltonian
hopping = np.zeros((6, 6))
for n in site:
    hopping[n, (n + 1) % 6] = hopping[(n + 1) % 6, n] = -1.0
levels, vectors = np.linalg.eigh(hopping)
occupied = vectors[:, :3]
projector = occupied @ occupied.T
for theta in rng.uniform(0, 2 * np.pi, 5):
    c = family(theta)
    assert np.allclose(c.T @ c, np.eye(3), atol=1e-12)
    assert np.allclose(c @ c.T, projector, atol=1e-12)
print("Ring levels (units of |hopping|):", np.round(levels, 6) + 0.0)

# P_2 for arbitrary mixings, and P_2, P_3, P_4 along the family
for rot in Rotation.random(30, random_state=11).as_matrix():
    c = occupied @ rot
    t_values = (a_vec @ c)**2
    assert abs(functional(c, 2) - (5/4 - 7/12*np.sum(t_values**2))) < 1e-12
for theta in np.linspace(0, 2 * np.pi, 41):
    c = family(theta)
    assert abs(functional(c, 2) - 19/18) < 1e-12
    assert abs(functional(c, 3) - (141 + 2*np.cos(6*theta))/324) < 1e-12
    assert abs(functional(c, 4) - (123 + 8*np.cos(6*theta))/648) < 1e-12
print("theta (degree), P_2, P_3, P_4 on the family:")
for degree in (0, 10, 20, 30, 60):
    c = family(np.radians(degree))
    print(f"  {degree:3d}", *[f"{functional(c, p):.6f}" for p in (2, 3, 4)])
for degree, name in ((0, "atom-centred"), (30, "bond-centred")):
    q = family(np.radians(degree))[:, 0]**2
    print(f"Populations, {name}, atoms 0-5:", np.round(q, 4))
for p in (3, 4):
    high = functional(family(0), p)
    low = functional(family(np.pi / 6), p)
    print(f"(max-min)/max of P_{p} on family: {100*(high-low)/high:.3f} %")

# Exact one-orbital eighth-power sum, from the amplitudes on the ring
u, r, t = sp.symbols("u r t", positive=True)


def exact_sum(theta, power):
    total = sum((u/sp.sqrt(6) + r/sp.sqrt(3)*sp.cos(sp.pi*n/3 - theta))**power
                for n in range(6))
    poly = sp.Poly(sp.expand(total), u, r)
    result = 0
    for (i, j), coefficient in poly.terms():
        coefficient = sp.nsimplify(sp.simplify(coefficient))
        if coefficient == 0:
            continue
        assert i % 2 == 0 and j % 2 == 0
        result += coefficient * t**(i//2) * (1 - t)**(j//2)
    return sp.expand(result)


G = exact_sum(sp.Integer(0), 8)
G_bond = exact_sum(sp.pi / 6, 8)
K0 = sp.expand((G + G_bond) / 2)
K6 = sp.expand((G - G_bond) / 2)
assert sp.expand(K6 - (1 - t)**3*(1 + 6*t)/216) == 0
assert sp.expand(G - (43 + 444*t - 750*t**2 + 220*t**3 + 51*t**4)/1728) == 0
third = sp.Rational(1, 3)
slope = sp.diff(G, t).subs(t, third)
tangent = G.subs(t, third) + slope * (t - third)
quotient, remainder = sp.div(sp.Poly(1728*(tangent - G), t),
                             sp.Poly((t - third)**2, t))
assert remainder.is_zero
assert sp.expand(quotient.as_expr()
                 - (sp.Rational(1759, 3) - 254*t - 51*t**2)) == 0
# A concave quadratic positive at both ends is positive in between
assert quotient.LC() < 0 and quotient.eval(0) > 0 and quotient.eval(1) > 0
assert 3 * G.subs(t, third) == sp.Rational(131, 648)
k0_num, k6_num = sp.lambdify(t, K0), sp.lambdify(t, K6)
for _ in range(30):
    tv, angle = rng.uniform(0, 1), rng.uniform(0, 2*np.pi)
    orbital = np.sqrt(tv)*a_vec + np.sqrt(1 - tv)*(
        np.cos(angle)*ec_vec + np.sin(angle)*es_vec)
    expected = k0_num(tv) + k6_num(tv)*np.cos(6*angle)
    assert abs(np.sum(orbital**8) - expected) < 1e-12
print("1728 G(t) =", sp.expand(1728 * G))
print("Slope of G at t=1/3:", slope, "; G(1/3) =", G.subs(t, third))
print("Positive factor in bound:", quotient.as_expr())
print("Its value at t=1:", quotient.eval(1))
print("Upper bound of P_4:", 3 * G.subs(t, third),
      f"= {float(3 * G.subs(t, third)):.6f}")


# Gradient and curvature with respect to all three orbital rotations
def derivatives(c, p, h=1e-3):
    def f(w):
        return functional(c @ Rotation.from_rotvec(w).as_matrix(), p)
    e = np.eye(3) * h
    grad = np.array([(f(x) - f(-x)) / (2*h) for x in e])
    hess = np.array([[(f(x+y) - f(x-y) - f(y-x) + f(-x-y)) / (4*h*h)
                      for y in e] for x in e])
    return grad, hess


axis = np.ones(3) / np.sqrt(3)
print("Curvatures (per rad^2): along theta; two across")
for p, degree, along_expected in ((2, 0, 0.0), (4, 0, -4/9), (4, 30, 4/9)):
    grad, hess = derivatives(family(np.radians(degree)), p)
    assert np.max(np.abs(grad)) < 1e-5
    along = axis @ hess @ axis
    assert abs(along - along_expected) < 1e-4
    assert np.allclose(hess @ axis, along * axis, atol=1e-4)
    complement = np.linalg.svd(axis[None, :])[2][1:]
    across = np.linalg.eigvalsh(complement @ hess @ complement.T)
    if p == 2:
        assert np.allclose(across, -14/9, atol=1e-4)
    if p == 4 and degree == 0:
        assert np.all(across < 0)
    print(f"  P_{p}, theta={degree:2d} degree: {along:.4f};",
          np.round(across, 4))
grad, _ = derivatives(family(np.radians(11)), 4)
assert np.linalg.norm(grad - axis*(axis @ grad)) < 1e-5
assert abs(axis @ grad) > 1e-2

# Maximization from random starts in the full rotation space
starts = Rotation.random(24, random_state=5).as_matrix()
for p, bound in ((2, 19/18), (4, 131/648)):
    angles, parities = [], []
    for start in starts:
        initial = occupied @ start

        def negative(w):
            return -functional(initial @ Rotation.from_rotvec(w).as_matrix(), p)

        best = minimize(negative, np.zeros(3), method="BFGS",
                        options={"gtol": 1e-7})
        assert -best.fun < bound + 1e-10
        if bound + best.fun < 1e-8:
            c = initial @ Rotation.from_rotvec(best.x).as_matrix()
            assert np.allclose((a_vec @ c)**2, 1/3, atol=1e-3)
            angles.append(np.degrees(phase(c[:, 0])) % 60)
            parities.append(int(np.argmax(c[:, 0]**2)) % 2)
    angles = np.array(angles)
    print(f"P_{p}: {len(angles)} of {len(starts)} starts reach {bound:.6f}")
    if p == 2:
        assert len(angles) == len(starts)
        assert np.ptp(angles) > 30 and np.std(angles) > 8
        print("  first six theta mod 60 (degree):", np.round(angles[:6], 1))
    else:
        assert len(angles) > 0
        assert np.all(np.cos(np.radians(6*angles)) > 1 - 1e-4)
        assert set(parities) == {0, 1}
        print("  sets on even atoms:", parities.count(0),
              "; on odd atoms:", parities.count(1))

# Real molecule: RHF/6-31G at a chosen D6h geometry
radius_c, radius_h = 2.63, 4.68
atoms = [(element, (radius*np.cos(x), radius*np.sin(x), 0.0))
         for element, radius in (("C", radius_c), ("H", radius_h))
         for x in ring_angle]
mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
energy = mf.kernel()
assert mf.converged
overlap = mol.intor("int1e_ovlp")
occ_mo = mf.mo_coeff[:, mf.mo_occ > 0]
labels = mol.ao_labels(fmt=None)
pz_rows = [k for k, lab in enumerate(labels) if "pz" in lab[2] + lab[3]
           or (lab[2].endswith("p") and lab[3] == "z")]
pz_weight = np.sum(occ_mo[pz_rows]**2, axis=0) / np.sum(occ_mo**2, axis=0)
pi_index = np.sort(np.argsort(pz_weight)[-3:])
assert np.all(pz_weight[pi_index] > 1 - 1e-8)
pi_mo = occ_mo[:, pi_index]
inner_rows = [next(k for k in pz_rows if labels[k][0] == n) for n in site]
amplitudes = pi_mo[inner_rows]


def adapted(pattern):
    weights = pattern @ amplitudes
    return pi_mo @ (weights / np.linalg.norm(weights))


mol_a, mol_c, mol_s = adapted(a_vec), adapted(ec_vec), adapted(es_vec)


def molecular_family(theta):
    return np.column_stack([
        mol_a/np.sqrt(3) + np.sqrt(2/3)*(np.cos(x)*mol_c + np.sin(x)*mol_s)
        for x in theta + 2*np.pi*np.arange(3)/3])


minimal = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)
iao = lo.vec_lowdin(lo.iao.iao(mol, occ_mo, minao="sto-3g"), overlap)


def iao_populations(c):
    coefficients = iao.T @ overlap @ c
    return np.array([np.sum(coefficients[s[2]:s[3]]**2, axis=0)
                     for s in minimal.aoslice_by_atom()[:6]])


def mulliken_populations(c):
    gross = c * (overlap @ c)
    return np.array([np.sum(gross[s[2]:s[3]], axis=0)
                     for s in mol.aoslice_by_atom()[:6]])


print(f"Benzene radii (bohr): C {radius_c}, H {radius_h}")
print(f"RHF/6-31G energy (hartree): {energy:.6f}")
grid = np.radians(np.arange(0, 121, 10))
for theta in grid:
    c = molecular_family(theta)
    assert np.allclose(c.T @ overlap @ c, np.eye(3), atol=1e-6)
    assert np.allclose(iao_populations(c), family(theta)**2, atol=1e-5)
for name, populations in (("IAO", iao_populations),
                          ("Mulliken", mulliken_populations)):
    p2 = np.array([np.sum(populations(molecular_family(x))**2) for x in grid])
    p4 = np.array([np.sum(populations(molecular_family(x))**4) for x in grid])
    q = populations(molecular_family(0.0))[:, 0]
    assert abs(q.sum() - 1) < 1e-6
    first = q @ np.cos(ring_angle) / 3
    second = q @ np.cos(2*ring_angle) / 3
    g, h = first * 3/np.sqrt(2), second * 3/2
    b, d = first/2, second/2
    amplitude = 36 * (2*d**3/3 + 6*b**2*d**2)
    assert np.ptp(p2) < 1e-5
    assert abs(g) > abs(h) and amplitude > 0
    assert np.allclose(p4 - p4[0], amplitude*(np.cos(6*grid) - 1), atol=1e-5)
    # The general one-orbital law is tested away from the family as well
    for tv in (0.1, 0.6, 0.9):
        x = 0.37
        orbital = np.sqrt(tv)*mol_a + np.sqrt(1 - tv)*(
            np.cos(x)*mol_c + np.sin(x)*mol_s)
        direct = populations(orbital[:, None])[:, 0]
        law = (1/6 + g*np.sqrt(tv*(1 - tv))*np.cos(ring_angle - x)
               + h*(1 - tv)*np.cos(2*(ring_angle - x)))
        assert np.allclose(direct, law, atol=1e-5)
    print(f"{name}: g = {g:.5f}, h = {h:.5f}")
    print(f"  P_2 at 0, 30 degree: {p2[0]:.5f}, {p2[3]:.5f}")
    print(f"  P_4 at 0, 30 degree: {p4[0]:.5f}, {p4[3]:.5f}")
    print(f"  cos(6 theta) amplitude of P_4: {amplitude:.5f}")

print("every check passed")
```

Output:

```
Ring levels (units of |hopping|): [-2. -1. -1.  1.  1.  2.]
theta (degree), P_2, P_3, P_4 on the family:
    0 1.055556 0.441358 0.202160
   10 1.055556 0.438272 0.195988
   20 1.055556 0.432099 0.183642
   30 1.055556 0.429012 0.177469
   60 1.055556 0.441358 0.202160
Populations, atom-centred, atoms 0-5: [0.5    0.2222 0.     0.0556 0.     0.2222]
Populations, bond-centred, atoms 0-5: [0.4147 0.4147 0.0556 0.0298 0.0298 0.0556]
(max-min)/max of P_3 on family: 2.797 %
(max-min)/max of P_4 on family: 12.214 %
1728 G(t) = 51*t**4 + 220*t**3 - 750*t**2 + 444*t + 43
Slope of G at t=1/3: 7/486 ; G(1/3) = 131/1944
Positive factor in bound: -51*t**2 - 254*t + 1759/3
Its value at t=1: 844/3
Upper bound of P_4: 131/648 = 0.202160
Curvatures (per rad^2): along theta; two across
  P_2, theta= 0 degree: 0.0000; [-1.5555 -1.5555]
  P_4, theta= 0 degree: -0.4444; [-0.8765 -0.8765]
  P_4, theta=30 degree: 0.4444; [-0.6049 -0.6049]
P_2: 24 of 24 starts reach 1.055556
  first six theta mod 60 (degree): [20.5  3.5 52.2 21.3 18.9 25.4]
P_4: 24 of 24 starts reach 0.202160
  sets on even atoms: 8 ; on odd atoms: 16
Benzene radii (bohr): C 2.63, H 4.68
RHF/6-31G energy (hartree): -230.623835
IAO: g = 0.47140, h = 0.16667
  P_2 at 0, 30 degree: 1.05556, 1.05556
  P_4 at 0, 30 degree: 0.20216, 0.17747
  cos(6 theta) amplitude of P_4: 0.01235
Mulliken: g = 0.48507, h = 0.16667
  P_2 at 0, 30 degree: 1.08170, 1.08170
  P_4 at 0, 30 degree: 0.21287, 0.18721
  cos(6 theta) amplitude of P_4: 0.01283
every check passed
```
